# Does a straight line in 1/n give the polymer gap?: verification in Python

```python
"""
Result under test: an open dimerized Hueckel chain with n double bonds and
strong end bonds has the orbital gap
    G(n) = Delta + c/(n + xi)^2 + O(n^-4),
    Delta = 2(t1-t2), c = pi^2 t1 t2/(t1-t2), xi = t1/(t1-t2).
A line in 1/n underestimates Delta when P(n) = n[G(n)-Delta] falls over
the fitted window, and overestimates it when P rises over that window.
t1, t2: strong and weak hopping magnitudes in hartree; n: double bonds.
The gaps are obtained by diagonalization, independently of the formulas.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def chain_gap(n, end_bond, inner_bond):
    """HOMO-LUMO gap of 2n sites from the tridiagonal Hamiltonian."""
    bonds = np.full(2 * n - 1, -end_bond, dtype=float)
    bonds[1::2] = -inner_bond
    levels = eigvalsh_tridiagonal(
        np.zeros(2 * n), bonds, select="i", select_range=(n - 1, n))
    return levels[1] - levels[0]


def fit_line(lengths, gaps, power):
    """Least-squares intercept and R squared for a fit in n**(-power)."""
    x = np.asarray(lengths, dtype=float) ** (-power)
    slope, intercept = np.polyfit(x, gaps, 1)
    residual = gaps - intercept - slope * x
    r_squared = 1 - np.sum(residual**2) / np.sum((gaps - gaps.mean())**2)
    return intercept, r_squared


t1, t2 = 0.100, 0.080
d = t1 - t2
delta = 2 * d
xi = t1 / d
c = np.pi**2 * t1 * t2 / d

# Infinite-chain gap from explicit Bloch matrices.
bloch_gaps = []
for k in np.linspace(0, 2 * np.pi, 401):
    coupling = -t1 - t2 * np.exp(-1j * k)
    h = np.array([[0, coupling], [np.conj(coupling), 0]])
    e = np.linalg.eigvalsh(h)
    bloch_gaps.append(e[1] - e[0])
assert abs(min(bloch_gaps) - delta) < 1e-12

# The quantization condition reproduces the diagonalized finite chains.
for n in (2, 3, 4, 8, 25, 100):
    q = brentq(lambda z: t1 * np.sin((n + 1) * z) - t2 * np.sin(n * z),
               1e-9, np.pi / (n + 1), xtol=1e-14)
    from_root = 2 * np.sqrt(d**2 + 4 * t1 * t2 * np.sin(q / 2)**2)
    assert abs(from_root - chain_gap(n, t1, t2)) < 1e-12

# Coefficient and order of the remainder in the long-chain law.
g1000, g2000 = chain_gap(1000, t1, t2), chain_gap(2000, t1, t2)
c_numeric = (g2000 - delta) * (2000 + xi)**2
assert abs(c_numeric / c - 1) < 1e-3
rest1000 = g1000 - delta - c / (1000 + xi)**2
rest2000 = g2000 - delta - c / (2000 + xi)**2
remainder_ratio = rest1000 / rest2000
assert abs(remainder_ratio - 16) < 0.5

# Long-chain two-point deficit; next correction is about 1.5 percent here.
long_intercept, _ = fit_line([1000, 2000], np.array([g1000, g2000]), 1)
deficit_ratio = (delta - long_intercept) / (c / (1000 * 2000))
assert abs(deficit_ratio - 1) < 0.02

# Location of the maximum of P and monotonic behavior in the example.
all_n = np.arange(1, 201)
all_gap = np.array([chain_gap(n, t1, t2) for n in all_n])
P = all_n * (all_gap - delta)
Q = all_n**2 * (all_gap - delta)
peak = int(all_n[np.argmax(P)])
assert np.all(np.diff(P[peak - 1:]) < 0)
assert np.all(np.diff(Q) > 0)

# Fits, and the pair-average identity for their intercepts.
fits = []
for first, last in ((4, 8), (16, 32)):
    lengths = np.arange(first, last + 1)
    gaps = all_gap[first - 1:last]
    linear, r2_linear = fit_line(lengths, gaps, 1)
    square, r2_square = fit_line(lengths, gaps, 2)
    weighted_error, weight_sum = 0.0, 0.0
    for i in range(len(lengths)):
        for j in range(i + 1, len(lengths)):
            ni, nj = lengths[i], lengths[j]
            weight = (1 / ni - 1 / nj)**2
            pair_error = (P[nj - 1] - P[ni - 1]) / (nj - ni)
            weighted_error += weight * pair_error
            weight_sum += weight
    assert abs(linear - delta - weighted_error / weight_sum) < 1e-12
    assert linear < delta < square
    fits.append((first, last, linear, r2_linear, square, r2_square))

# Weak dimerization and short chains reverse the sign of the error.
t2_weak = 0.098
delta_weak = 2 * (t1 - t2_weak)
xi_weak = t1 / (t1 - t2_weak)
weak_n = np.arange(1, 101)
weak_gap = np.array([chain_gap(n, t1, t2_weak) for n in weak_n])
P_weak = weak_n * (weak_gap - delta_weak)
peak_weak = int(weak_n[np.argmax(P_weak)])
weak_fit, weak_r2 = fit_line(weak_n[1:6], weak_gap[1:6], 1)
assert np.all(np.diff(P_weak[1:6]) > 0)
assert weak_fit > delta_weak

# Perturbative P and its crossover length for very weak dimerization.
xi_test, n_test = 1.0e6, 1000
inner = t1 * (1 - 1 / xi_test)
P_numeric = n_test * (chain_gap(n_test, t1, inner) - 2 * (t1 - inner))
drop_numeric = np.pi / 2 - P_numeric / (2 * t1)
drop_formula = (1 - 2 / np.pi) * n_test / xi_test + np.pi / (4 * n_test)
assert abs(drop_numeric / drop_formula - 1) < 0.01


def peak_estimate(correlation_length):
    return np.pi / 2 * np.sqrt(correlation_length / (np.pi - 2))


xi_long = 1.0e4
inner = t1 * (1 - 1 / xi_long)
scan_n = np.arange(50, 301)
scan_P = [n * (chain_gap(n, t1, inner) - 2 * (t1 - inner)) for n in scan_n]
peak_long = int(scan_n[np.argmax(scan_P)])
assert abs(peak_long / peak_estimate(xi_long) - 1) < 0.05

# Weak end bonds give end states and a vanishing finite-chain gap.
end_state_gap = chain_gap(40, t2, t1)
assert end_state_gap < 0.01 * delta

print(f"Strong hopping t1 = {t1:.3f} hartree")
print(f"Weak hopping t2 = {t2:.3f} hartree")
print(f"Infinite-chain gap Delta = {delta:.5f} hartree"
      f" = {delta * HARTREE_EV:.4f} eV")
print(f"Length offset xi = {xi:.3f} double bonds")
print(f"Coefficient c = {c:.5f} hartree")
print(f"Coefficient from n=2000 diagonalization = {c_numeric:.5f} hartree")
print(f"Remainder ratio, n=1000 to 2000 = {remainder_ratio:.3f}")
print(f"Long-chain deficit / leading formula = {deficit_ratio:.4f}")
for n in (1, 2, 3, 4, 5, 6, 7, 8, 16, 32):
    print(f"n={n}: gap={all_gap[n-1]:.6f} hartree, P={P[n-1]:.6f} hartree")
print(f"Example: P peaks at n={peak}; estimate={peak_estimate(xi):.2f}")
for first, last, linear, r2_linear, square, r2_square in fits:
    print(f"Fit window n={first} to {last}, all integers:")
    for name, value, r2 in (("1/n", linear, r2_linear),
                            ("1/n^2", square, r2_square)):
        print(f"  {name} intercept={value:.6f} hartree"
              f" = {value * HARTREE_EV:.4f} eV")
        print(f"  {name} error={100 * (value / delta - 1):+.2f} percent,"
              f" R^2={r2:.6f}")
print(f"Weakly dimerized chain: t2 = {t2_weak:.3f} hartree")
print(f"  xi={xi_weak:.2f} double bonds, Delta={delta_weak:.6f} hartree")
print(f"  P peaks at n={peak_weak}; estimate={peak_estimate(xi_weak):.2f}")
for n in range(2, 7):
    print(f"  n={n}: gap={weak_gap[n-1]:.6f} hartree,"
          f" P={P_weak[n-1]:.6f} hartree")
print(f"  1/n fit, n=2 to 6: intercept={weak_fit:.6f} hartree")
print(f"  Intercept minus Delta={weak_fit - delta_weak:+.6f} hartree,"
      f" R^2={weak_r2:.6f}")
print(f"For xi={xi_long:.0f}: P peaks at n={peak_long};"
      f" estimate={peak_estimate(xi_long):.2f}")
print(f"Weak end bonds, n=40: gap={end_state_gap:.3e} hartree")
print("finished without a failed check")
```

Printed output:

```
Strong hopping t1 = 0.100 hartree
Weak hopping t2 = 0.080 hartree
Infinite-chain gap Delta = 0.04000 hartree = 1.0885 eV
Length offset xi = 5.000 double bonds
Coefficient c = 3.94784 hartree
Coefficient from n=2000 diagonalization = 3.94779 hartree
Remainder ratio, n=1000 to 2000 = 15.747
Long-chain deficit / leading formula = 0.9850
n=1: gap=0.200000 hartree, P=0.160000 hartree
n=2: gap=0.135407 hartree, P=0.190813 hartree
n=3: gap=0.105868 hartree, P=0.197605 hartree
n=4: gap=0.089218 hartree, P=0.196871 hartree
n=5: gap=0.078627 hartree, P=0.193134 hartree
n=6: gap=0.071349 hartree, P=0.188092 hartree
n=7: gap=0.066072 hartree, P=0.182503 hartree
n=8: gap=0.062093 hartree, P=0.176742 hartree
n=16: gap=0.048520 hartree, P=0.136327 hartree
n=32: gap=0.042815 hartree, P=0.090066 hartree
Example: P peaks at n=3; estimate=3.29
Fit window n=4 to 8, all integers:
  1/n intercept=0.035079 hartree = 0.9545 eV
  1/n error=-12.30 percent, R^2=0.999877
  1/n^2 intercept=0.054493 hartree = 1.4828 eV
  1/n^2 error=+36.23 percent, R^2=0.988468
Fit window n=16 to 32, all integers:
  1/n intercept=0.037025 hartree = 1.0075 eV
  1/n error=-7.44 percent, R^2=0.998575
  1/n^2 intercept=0.041037 hartree = 1.1167 eV
  1/n^2 error=+2.59 percent, R^2=0.996851
Weakly dimerized chain: t2 = 0.098 hartree
  xi=50.00 double bonds, Delta=0.004000 hartree
  P peaks at n=10; estimate=10.40
  n=2: gap=0.124720 hartree, P=0.241439 hartree
  n=3: gap=0.090572 hartree, P=0.259717 hartree
  n=4: gap=0.071266 hartree, P=0.269063 hartree
  n=5: gap=0.058884 hartree, P=0.274421 hartree
  n=6: gap=0.050277 hartree, P=0.277664 hartree
  1/n fit, n=2 to 6: intercept=0.014651 hartree
  Intercept minus Delta=+0.010651 hartree, R^2=0.997825
For xi=10000: P peaks at n=147; estimate=147.02
Weak end bonds, n=40: gap=9.570e-06 hartree
finished without a failed check
```
